\section*{Methane at the Front of Trimethylaluminium Infiltration in Knudsen Pores}

\section{A case that can be seen at a glance}

A narrow pore, closed at its far end, opens into a reservoir of precursor gas at concentration $c_0$. The gas is so thin that molecules meet the walls and not one another. Wherever a precursor molecule reacts with the wall it stays there, and one product molecule leaves from the same place. Suppose first that the product has the same mass as the precursor, and that any product reaching the mouth is pumped away.

Nothing in the motion then distinguishes this pore from one with inert walls. In the inert pore a molecule arrives at the wall and leaves again in a random direction; in the reactive pore it does the same, but may change its name. The inert pore is in equilibrium with the reservoir and holds gas at the uniform concentration $c_0$. The reactive pore therefore also holds $c_0$ everywhere, counting both names. At a sharp reaction front no precursor is left, so the product concentration there is $c_0$.

Methane released by trimethylaluminium is lighter and moves faster. The same outward flow then needs fewer molecules in the pore, by the ratio of the two thermal speeds. With masses of 72.09 and 16.04\,u this ratio is
\begin{equation}
r=\sqrt{\frac{16.04}{72.09}}=0.472 ,
\end{equation}
and the methane concentration at the front is $0.47\,c_0$. Two derivations make this precise, one from diffusion and one from molecular paths.

\section{Conventions and assumptions}

The precursor is labelled T and methane M. Their masses are $M_T$ and $M_M$, and their concentrations $c_T$ and $c_M$ are number densities of the gas in the pore. Depth $x$ runs from the mouth, $x=0$, to the closed end, $x=L$. Each reacting precursor frees $\nu$ methane molecules on average, with the same average at every depth and time; the case of main interest is $\nu=1$. The reservoir contains methane at concentration $c_{\rm out}$, which is zero if it is removed fast enough.

The algebra is in atomic units, with $k_BT$ an energy. Neither $\hbar$ nor the electron charge enters. The mean thermal speed of species $i$ is
\begin{equation}
\bar v_i=\sqrt{\frac{8k_BT}{\pi M_i}},\qquad
r\equiv\frac{\bar v_T}{\bar v_M}=\sqrt{\frac{M_M}{M_T}} .
\end{equation}

Both derivations assume a uniform temperature, monomeric precursor, diffuse reflection with complete thermal accommodation, and molecules much smaller than the pore. Methane is not consumed by the wall, and neither species migrates along it. The process is quasi-steady: the wall takes up far more precursor than the pore holds as gas, so the gas adjusts to a nearly stationary front.

\section{First derivation: diffusion}

\subsection{The Knudsen diffusivity}

Take a long cylindrical pore of width $d$. A molecule leaves the wall at angle $\theta$ to the inward normal with probability $\cos\theta\,d\Omega/\pi$. Let $\beta$ be the angle between its direction and the pore axis, and let $\alpha$ be the angle, in the cross-section, between the projected direction and the normal. Then $\cos\theta=\sin\beta\cos\alpha$ and $d\Omega=\sin\beta\,d\beta\,d\alpha$, so the probability is
\begin{equation}
dP=\frac{1}{\pi}\sin^2\!\beta\,\cos\alpha\,d\beta\,d\alpha,
\quad 0<\beta<\pi,\quad -\frac{\pi}{2}<\alpha<\frac{\pi}{2}.
\end{equation}
The flight, projected on the cross-section, is a chord of length $d\cos\alpha$. The path length and the axial step are therefore
\begin{equation}
\ell=\frac{d\cos\alpha}{\sin\beta},\qquad
z=\ell\cos\beta=\frac{d\cos\alpha\cos\beta}{\sin\beta}.
\end{equation}
Their averages separate into products of elementary integrals:
\begin{align}
\langle\ell\rangle&=\frac{d}{\pi}\int\!\cos^2\!\alpha\,d\alpha\int\!\sin\beta\,d\beta
=\frac{d}{\pi}\,\frac{\pi}{2}\,2=d,\\
\langle z^2\rangle&=\frac{d^2}{\pi}\int\!\cos^3\!\alpha\,d\alpha\int\!\cos^2\!\beta\,d\beta
=\frac{d^2}{\pi}\,\frac43\,\frac{\pi}{2}=\frac{2d^2}{3}.
\end{align}

Fast molecules leave a surface more often than their share of the gas density, so the speed distribution of emitted molecules carries a factor $v^3$ instead of $v^2$. With $a=M_i/(2k_BT)$,
\begin{equation}
\left\langle\frac1v\right\rangle
=\frac{\int_0^\infty v^2e^{-av^2}dv}{\int_0^\infty v^3e^{-av^2}dv}
=\frac{\sqrt\pi/(4a^{3/2})}{1/(2a^2)}
=\frac{\sqrt{\pi a}}{2}=\frac{1}{\bar v_i}.
\label{eq:slow}
\end{equation}
Speed and direction are independent, so the mean flight time is $\langle\tau\rangle=\langle\ell\rangle\langle1/v\rangle=d/\bar v_i$. Successive axial steps are independent and average to zero. Their mean squares add, and $\langle z^2\rangle=2D_i\langle\tau\rangle$ gives
\begin{equation}
D_i=\frac{2d^2/3}{2d/\bar v_i}=\frac{d\,\bar v_i}{3},\qquad
\frac{D_T}{D_M}=r .
\label{eq:D}
\end{equation}

\subsection{A sharp front}

Let all reaction occur at depth $s$, where $c_T=0$. Between mouth and front there is no source or sink, so the quasi-steady profiles are straight lines. Precursor flows inward at the rate $J=D_Tc_0/s$ per unit area. Beyond the front the pore is closed and produces no methane, so in the quasi-steady state no methane flows there, and its concentration is uniform. All released methane must leave through the mouth:
\begin{equation}
D_M\frac{c_f-c_{\rm out}}{s}=\nu\,\frac{D_Tc_0}{s}
\quad\Longrightarrow\quad
c_f=c_{\rm out}+\nu r c_0 ,
\label{eq:front}
\end{equation}
where $c_f$ is the methane concentration at the front. The depth cancels because both species cross the same length of pore, and the width cancels because both diffusivities are proportional to it. For $\nu=1$ and $c_{\rm out}=0$ the result is $c_f=rc_0$.

\subsection{A diffuse front and an uneven pore}

The front need not be sharp. Let $A(x)$ be the cross-section, varying slowly over a pore width, and let $R(x)$ be the number of precursor molecules consumed per unit time and length. The balances are
\begin{align}
\frac{d}{dx}\left(AD_T\frac{dc_T}{dx}\right)&=R,\\
\frac{d}{dx}\left(AD_M\frac{dc_M}{dx}\right)&=-\nu R .
\end{align}
Multiplying the first by $\nu$ and adding the second removes $R$:
\begin{equation}
\frac{d}{dx}\left[A\left(\nu D_T\frac{dc_T}{dx}
+D_M\frac{dc_M}{dx}\right)\right]=0 .
\end{equation}
The square bracket is constant, and it vanishes at the closed end because neither species passes through it. It is therefore zero at every depth. Dividing by $AD_M$ and using $D_T/D_M=r$, which holds locally even if the width varies, gives $\nu r\,dc_T/dx+dc_M/dx=0$. Integration from the mouth yields
\begin{equation}
c_M(x)+\nu r\,c_T(x)=c_{\rm out}+\nu r\,c_0 .
\label{eq:law}
\end{equation}
The reaction rate has disappeared. Slow kinetics spread the front, and the deposit may narrow the pore behind it, but wherever the precursor is exhausted methane has the concentration of Eq.~\eqref{eq:front}.

This was tested by a time-dependent reaction and diffusion calculation with slow wall kinetics, a diffusivity falling towards the closed end, $\nu=1.5$ and $c_{\rm out}=0.1\,c_0$. Equation~\eqref{eq:law} predicts a deep methane concentration of $0.1+1.5\times0.472=0.808$ in units of $c_0$. The calculation also gave 0.808, and the left side of the law departed from the right by at most 0.016\% of its value along the pore.

\section{Second derivation: molecular paths}

The argument of the opening section can be completed without a diffusion equation. Take $\nu=1$ and $c_{\rm out}=0$ first. Follow a molecule from the moment it enters the mouth, and let it change its label from T to M when it reacts. After each wall collision its direction is drawn from the cosine law, which does not contain the mass. The geometry of the whole path, until it leaves through the mouth, is thus independent of where the label changes.

Let $h_T(\mathbf x)$ be the mean path length per unit volume that an entering molecule traces near the point $\mathbf x$ as T, and $h_M(\mathbf x)$ the same as M. The time spent on a stretch of path is its length divided by the speed. By Eq.~\eqref{eq:slow} the mean inverse speed is $1/\bar v_i$, independently of direction. If $\Phi$ molecules enter per unit time, the steady concentrations are
\begin{equation}
c_T=\frac{\Phi h_T}{\bar v_T},\qquad c_M=\frac{\Phi h_M}{\bar v_M},
\end{equation}
and hence
\begin{equation}
\bar v_Tc_T+\bar v_Mc_M=\Phi\,(h_T+h_M).
\label{eq:sum}
\end{equation}
The sum $h_T+h_M$ is the path density of molecules that never mind their label. It has the same value in a pore with inert walls, exposed to the same reservoir and therefore with the same $\Phi$. That pore is in equilibrium and contains only T, at concentration $c_0$, so $\Phi(h_T+h_M)=\bar v_Tc_0$. Substitution in Eq.~\eqref{eq:sum} gives
\begin{equation}
\bar v_Tc_T+\bar v_Mc_M=\bar v_Tc_0
\quad\Longrightarrow\quad
c_M=r\,(c_0-c_T).
\label{eq:paths}
\end{equation}

Other yields and methane in the reservoir follow by superposition, since molecules that do not collide do not influence one another's motion. Releasing $\nu$ molecules at each reaction multiplies the methane density by $\nu$. Methane from the reservoir, which does not react, fills the pore uniformly with $c_{\rm out}$. The sum is Eq.~\eqref{eq:law} again.

Ray tracing in a pore only five widths long, with all reaction at the closed end, tests this where the diffusion equation has no good justification. Averaged over the last width of the pore, the precursor concentration was $0.173\,c_0$. Equation~\eqref{eq:paths} then requires $0.472\,(1-0.173)=0.390$ for $c_M/c_0$; the traced molecules gave 0.389.

The example also shows what sharpness means in a short pore. Precursor on its way to an absorbing end is present just in front of it, so $c_T$ does not vanish there. To estimate it for a long pore, let $W$ be the fraction of entering molecules that reach the end. Equating $W c_0\bar v_T/4$ to the diffusive flux $D_Tc_0/L$ gives $W=4d/(3L)$. In equilibrium half of the density $c_0$ belongs to molecules moving towards the end; here only a fraction of about $W$ of that half is present and nothing returns. The remaining precursor right at the end is thus roughly $Wc_0/2$, and methane there is lowered by a relative amount of roughly $2d/(3L)$. This is an estimate of size only and errs on the high side: the arriving molecules are concentrated towards the pore axis, which lowers their density at the end to about $0.8$ of $Wc_0/2$.

\section{What each derivation assumes}

The diffusion argument needs a pore that is long and changes slowly compared with its width, because it uses a local flux proportional to a local gradient. In return, it asks two things of the transport mechanism: each species must flow in response to its own gradient alone, with no bulk flow of the gas, and $D_T/D_M$ must be the same at all depths. If another mechanism meets both conditions with a different constant ratio, as for dilute species in a large excess of carrier gas, that ratio replaces $r$ in Eq.~\eqref{eq:law}. Where a bulk flow arises the law fails: in a wide pore without carrier gas the pressure stays uniform, so $c_f=c_0$ even for $\nu\neq1$. The balances can also be given time derivatives, which the next section uses.

The path argument needs no long pore, no gradient law and no particular shape: bends, chambers and short pores are all covered. It relies more heavily on the microscopic picture. Molecules must not collide in the gas, and their directions after reflection must not depend on mass. It also requires a steady state, since it equates a concentration with a rate of entry times a time of stay.

Gas collisions separate the two. Consider $\nu=1$, no carrier gas, uniform pressure, and a pore so wide that collisions between T and M control the transport. The two species then move in opposite directions with equal fluxes and share a single binary diffusivity, so the diffusion balance gives $c_f=c_0$ instead of $0.47\,c_0$. The path argument no longer applies. The figure 0.47 belongs to the Knudsen regime.

\section{When the stored gas matters}

The quasi-steady assumption can be checked by solving a case without it. Let $\sigma$ be the number of precursor molecules taken up per unit wall area. A cylinder has wall area $4/d$ per unit volume, so the uptake per pore volume is $S=4\sigma/d$. The small parameter is $\varepsilon=c_0/S$. In the quasi-steady limit the front obeys $S\,ds/dt=D_Tc_0/s$, hence
\begin{equation}
s^2=2\varepsilon D_Tt .
\label{eq:time}
\end{equation}

Now take an endless pore, initially empty of gas, with a sharp front at $s=2\lambda\sqrt{D_Tt}$. The precursor profile that solves the diffusion equation with $c_T=c_0$ at the mouth and zero at the front is
\begin{equation}
c_T=c_0\left[1-\frac{\operatorname{erf}\bigl(x/2\sqrt{D_Tt}\bigr)}{\operatorname{erf}\lambda}\right].
\end{equation}
Its flux into the front must equal the uptake $S\,ds/dt$:
\begin{equation}
c_0\sqrt{\frac{D_T}{\pi t}}\,\frac{e^{-\lambda^2}}{\operatorname{erf}\lambda}
=S\lambda\sqrt{\frac{D_T}{t}}
\;\Longrightarrow\;
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .
\end{equation}
For small $\varepsilon$, $\operatorname{erf}\lambda\approx2\lambda/\sqrt\pi$ gives $\lambda^2\approx\varepsilon/2$, in agreement with Eq.~\eqref{eq:time}.

Let $\nu=1$, $c_{\rm out}=0$, $\xi=x/2\sqrt{D_Mt}$, and let $\mu=\lambda\sqrt r$ be the value of $\xi$ at the front. Methane follows $c_f\operatorname{erf}\xi/\operatorname{erf}\mu$ behind the front and $c_f\operatorname{erfc}\xi/\operatorname{erfc}\mu$ ahead of it. The flows away from the front on its two sides add up to the release rate, which equals the precursor flux:
\begin{equation}
c_f\sqrt{\frac{D_M}{\pi t}}\,e^{-\mu^2}
\left(\frac{1}{\operatorname{erf}\mu}+\frac{1}{\operatorname{erfc}\mu}\right)
=c_0\sqrt{\frac{D_T}{\pi t}}\,\frac{e^{-\lambda^2}}{\operatorname{erf}\lambda}.
\end{equation}
Since $\operatorname{erf}\mu+\operatorname{erfc}\mu=1$, the bracket is $1/(\operatorname{erf}\mu\operatorname{erfc}\mu)$, and
\begin{equation}
\frac{c_f}{c_0}=\sqrt r\,e^{\mu^2-\lambda^2}\,
\frac{\operatorname{erf}\mu\,\operatorname{erfc}\mu}{\operatorname{erf}\lambda}
\approx r\left(1-\frac{2\mu}{\sqrt\pi}\right).
\label{eq:sim}
\end{equation}
The last form uses $\operatorname{erf}\mu/\operatorname{erf}\lambda\approx\sqrt r$ and $\operatorname{erfc}\mu\approx1-2\mu/\sqrt\pi$. The loss is methane running ahead into the empty pore. It is of order $\sqrt\varepsilon$, larger than the ratio $\varepsilon$ of stored gas to wall uptake might suggest.

At $\varepsilon=0.05$ the full expression gives $c_f/c_0=0.411$, well below 0.472. A time-dependent calculation with fast wall reaction gave a peak of 0.409. In a closed pore this loss of order $\sqrt\varepsilon$ is temporary: once methane has filled the space beyond the front, in a time of order $L^2/D_M$, there is nowhere further to run. Only a smaller correction, of order $\varepsilon$, remains while the front moves.

\section{An alumina pore in numbers}

Consider a pore 50\,nm wide and 50\,$\mu$m deep at 423\,K. The precursor pressure at its mouth is 0.10\,Torr, within a total of 1.0\,Torr that is mostly nitrogen, and the wall takes up 4 molecules per nm$^2$. With $\nu=1$ and no methane outside, the methane pressure at the front is
\begin{equation}
p_f=0.472\times0.10\ \text{Torr}=0.047\ \text{Torr}.
\end{equation}
Precursor and methane together thus exert less pressure at the front than at the mouth, although one molecule comes out for each that goes in.

The precursor density at the mouth, $p/k_BT$, is $2.28\times10^{-6}$ per nm$^3$, and the wall capacity is $S=4\times4/50=0.32$ per nm$^3$. Their ratio is $\varepsilon=7.1\times10^{-6}$. The mean speeds of 352 and 747\,m/s give, through Eq.~\eqref{eq:D}, diffusivities of 0.0587\,cm$^2$/s for the precursor and 0.1245\,cm$^2$/s for methane. The front reaches the end after
\begin{equation}
t=\frac{L^2}{2\varepsilon D_T}
=\frac{(5\times10^{-3})^2}{2\,(7.13\times10^{-6})(0.0587)}\ \text{s}
\approx30\ \text{s},
\end{equation}
while methane diffuses over the full depth in about $L^2/D_M=0.2$\,ms. The gas has ample time to become quasi-steady. Even in an endless pore, Eq.~\eqref{eq:sim} would lower the ratio by only 0.15\%.

The largest correction estimated within this model comes from molecular size. The centre of a molecule of diameter $a_i$ can use only a width $d-a_i$. Area times diffusivity then scales as $(d-a_i)^3$, and the flux balance multiplies $r$ by
\begin{equation}
\left(\frac{d-a_T}{d-a_M}\right)^3
=\left(\frac{50-0.60}{50-0.38}\right)^3\approx0.987 ,
\end{equation}
for rough diameters of 0.60 and 0.38\,nm. This is a reduction of 1.3\%, which grows in narrower pores. Here concentration means the density in the space open to molecular centres. A molecule that reaches the full depth travels a distance of order $3L^2/d$, thousands of mean free paths, so the path argument does not apply literally to this pore. The diffusion argument does, because a single flight is far shorter than a free path. Gas collisions change each diffusivity at the order of the pore width over the mean free path, $50\,\text{nm}/31\,\mu\text{m}$ or 0.16\%, times a logarithmic factor, and the changes partly cancel in the ratio, which shifts by at most a few tenths of a percent. The end effect is somewhat below $2d/(3L)=0.07\%$ at full depth. With a rough reaction heat of 1.5\,eV per molecule and a wall conductivity of 1\,W/(m\,K), heat conducted back to the mouth through a solid area equal to the pore area warms the front by about 3\,mK.

These parameters are rough values typical of anodic alumina membranes closed at one end; the depth of a thousand widths is demanding, and the 30\,s exposure is long beside the pulses used on flat wafers. The assumed yield of one methane molecule need not hold in a real coating. On a hydroxylated wall a precursor molecule can react with one hydroxyl group or with two, and a mean of 1.5 methane molecules would raise the ratio to 0.71. Methane lingering outside adds its own concentration directly. Dimers matter in cooler gas: a dimer diffuses $\sqrt2$ times more slowly than a monomer but brings two precursor units, so an inlet of dimers alone gives $2r/\sqrt2=0.667$ methane molecules at the front per inlet dimer. At 423\,K and 0.10\,Torr, a rough splitting energy of 0.9\,eV and splitting entropy of 1.9\,meV/K put the dimer share near 0.2\%, which changes the ratio by about 0.08\%. The share is sensitive to these inputs: a splitting energy larger by 0.05\,eV makes it about four times as large. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Mass of trimethylaluminium: 72.087 u
Mass of methane: 16.043 u
Front methane / inlet precursor, r: 0.4718
Same ratio for 1.5 methane per precursor: 0.708
Same ratio for an all-dimer inlet, per dimer: 0.667
TESTS
Mean chord / width (law 1): 1.0000
Mean square axial step / width^2 (law 2/3): 0.6662
Ray tracing, pore length / width: 5
Ray tracing, last width of pore, c_T/c0: 0.1726
Ray tracing, last width of pore, c_M/c0: 0.3888
Relabelling law for that c_M/c0: 0.3904
Ray tracing, T hits on end per entrant: 0.1905
Ray tracing, all hits on end per entrant: 0.9967
Endless pore test, eps: 0.05
Endless pore, front depth, computed: 0.9917
Endless pore, front depth, similarity law: 0.9918
Endless pore, peak c_M/c0, computed: 0.4094
Endless pore, front c_M/c0, similarity law: 0.4111
Closed pore test, yield: 1.5
Closed pore test, outside methane / c0: 0.1
Closed pore, deep c_M/c0, computed: 0.8075
Closed pore, deep c_M/c0, law: 0.8076
Closed pore, largest departure from law: 0.016 %
EXAMPLE
Pore width: 50 nm
Pore depth: 50 um
Temperature: 423 K
Precursor pressure at inlet: 0.10 Torr
Total pressure with nitrogen carrier: 1.0 Torr
Wall uptake: 4.0 per nm2
Inlet precursor density: 2.283e-06 per nm3
Wall capacity per pore volume: 0.320 per nm3
Stored-gas parameter eps: 7.13e-06
Mean speed, precursor: 352.5 m/s
Mean speed, methane: 747.2 m/s
Knudsen diffusivity, precursor: 0.0587 cm2/s
Knudsen diffusivity, methane: 0.1245 cm2/s
Methane density at front: 1.077e-06 per nm3
Methane pressure at front: 0.0472 Torr
Time for front to reach full depth: 29.8 s
Methane diffusion time over full depth: 0.201 ms
NEGLECTED EFFECTS (relative change of r unless stated)
Rough diameters T, M, N2: 0.60, 0.38, 0.37 nm
Finite molecular size: -1.32 %
Precursor mean free path in carrier: 31.4 um
Gas collisions, order of width/free path: 0.16 %
Ballistic end effect at full depth: -0.067 %
Methane running ahead, endless pore: -0.146 %
Rough dimer splitting: 0.9 eV, 1.9 meV/K
Dimer share of inlet precursor: 0.19 %
Effect of dimers: 0.077 %
Rough reaction heat: 1.5 eV per precursor
Rough wall conductivity: 1.0 W/(m K)
Steady warming of front: 3.22 mK
\end{verbatim}
